\section*{Elastic Penalty of a Misfitting Spherical Crystal, with Its First Correction}

\section{Scaling and the small parameter}

A crystal grows inside a glass and, if both were free of stress, would not fit the hole it occupies. In linear elasticity the stresses are proportional to the misfit, so the stored energy is quadratic in it. If the glass is infinite, the crystal radius $a$ is the only length in the problem, and an energy per volume cannot depend on it. With equal stiffness in both phases, the shear modulus $G$ sets the scale of energy density and Poisson's ratio $\nu$ is the remaining pure number. Hence
\begin{equation}
 w_0=G e^2\,\phi(\nu),
 \label{form}
\end{equation}
where $e$ is the linear misfit: the stress-free crystal has radius $(1+e)a$, and the hole, before any stress acts, has radius $a$. A crystal denser than the glass has $e<0$. The leading energy does not depend on this sign, but the first correction, of order $e^3$, does.

Both phases are taken as isotropic, the interface as coherent, and the glass as unrelaxed: it responds elastically, without flow. There is no remote load. Tension is positive. Energies are per volume of the hole, that is, per volume of glass consumed. At leading order this equals the volume of the crystal; the difference enters with the first correction.

\section{Leading order}

Let $u(R)$ be the radial displacement. The strains are $u'$ along the radius and $u/R$ in the two hoop directions, and the dilatation is $\theta=u'+2u/R$. With $\lambda=K-2G/3$, where $K$ is the bulk modulus, the stresses in the glass are
\begin{equation}
 \sigma_r=\lambda\theta+2Gu',\qquad \sigma_t=\lambda\theta+2G\frac{u}{R}.
\end{equation}
Radial equilibrium requires
\begin{align}
 0&=\sigma_r'+\frac{2}{R}(\sigma_r-\sigma_t)\nonumber\\
 &=\lambda\theta'+2G\left(u''+\frac{2u'}{R}-\frac{2u}{R^2}\right)
 =(\lambda+2G)\theta',
\end{align}
because the bracket is $\theta'$. So $\theta$ is a constant, called $3A$. Since $\theta=(R^2u)'/R^2$, one integration gives
\begin{equation}
 u=AR+\frac{B}{R^2},\quad
 \sigma_r=3KA-\frac{4GB}{R^3},\quad
 \sigma_t=3KA+\frac{2GB}{R^3}.
 \label{general}
\end{equation}

In the crystal the same equation holds, and a finite displacement at the centre excludes the $B$ term. There $u=cR$, and the elastic strain is $c-e$ in every direction, since stress is measured from the crystal's own free size. In the infinite glass the strain must vanish far away, so $A=0$; continuity at $R=a$ then gives $B=ca^3$. Equal radial stress on the two sides of the interface means
\begin{equation}
 3K(c-e)=-4Gc,
 \qquad c=\frac{3K}{3K+4G}\,e\equiv s\,e .
 \label{balance}
\end{equation}
The bulk modulus is $K=2G(1+\nu)/[3(1-2\nu)]$. Therefore $3K/4G=(1+\nu)/[2(1-2\nu)]$, and
\begin{equation}
 s=\frac{1+\nu}{(1+\nu)+2(1-2\nu)}=\frac{1+\nu}{3(1-\nu)} .
\end{equation}

The crystal stores $\tfrac{9}{2}K(c-e)^2$ per volume. In the glass, put $x=ca^3/R^3$. The strains are $-2x,\,x,\,x$, their sum is zero, and the energy density is $G(4x^2+x^2+x^2)=6Gx^2$. Integrated over the glass and divided by the hole volume, this becomes
\begin{equation}
 \frac{3}{a^3}\int_a^\infty 6G\,\frac{c^2a^6}{R^6}\,R^2\,dR
 =18Gc^2a^3\cdot\frac{1}{3a^3}=6Gc^2 .
\end{equation}
For the crystal part, the balance (\ref{balance}) gives $3K(e-c)=4Gc$, so
\begin{equation}
 \frac{9K}{2}(e-c)^2=\frac32\,(4Gc)(e-c)=6Gc(e-c).
\end{equation}
The sum of the two parts is
\begin{equation}
 w_0=6Gce=6Gs\,e^2=2G\,\frac{1+\nu}{1-\nu}\,e^2 ,
 \label{leading}
\end{equation}
which fixes $\phi$ in (\ref{form}). A fraction $s$ of the energy lies in the glass and $1-s$ in the crystal.

\section{The number and the stresses}

Take $G=10$ GPa, $\nu=0.25$ and $e=-0.02$. Then $K=16.67$ GPa, $s=5/9$, and
\begin{equation}
 w_0=2(10\ \mathrm{GPa})\,\frac{1.25}{0.75}\,(0.02)^2
 =0.01333\ \mathrm{GPa}=13.3\ \mathrm{MJ/m^3}.
\end{equation}
The glass holds 7.4 MJ/m$^3$ of this and the crystal 5.9 MJ/m$^3$. The hole shrinks by 1.11\,\% in radius, and the crystal is stretched by the remaining 0.89\,\%.

The misfit must be read as linear. This crystal, when free, is 6.25\,\% denser than the glass. If 2\,\% were the volume misfit, $e$ would be three times smaller to leading order and the penalty nine times smaller, 1.5 MJ/m$^3$.

The radial stress at the interface, which is also the uniform tension in the crystal, is $-4Gc=444$ MPa. The hoop stress on the glass side is $2Gc=-222$ MPa. Half their difference, 333 MPa, is the largest shear stress in the glass. It equals $G/30$, a shear strain of about 3\,\%. Whether the glass yields locally at this strain depends on its strength, which is not an input here; yielding would limit the stress that the elastic solution predicts.

\section{First correction in the misfit}

Hooke's law does not determine the energy at order $e^3$; a law for finite strain is needed. A definite choice is an energy quadratic in the logarithmic strains $h_i$, the logarithms of the principal stretches:
\begin{equation}
 W=G\sum_i h_i^2+\frac{\lambda}{2}\Big(\sum_i h_i\Big)^2
\end{equation}
per stress-free volume. The coefficient found below belongs to this law. A real solid has its own third-order elastic constants, which would change it.

The correction does not require a new displacement field. Write the total energy as $F_2+F_3+\dots$, where $F_n$ is of degree $n$ in displacement and misfit together. The leading field $u_1$ makes $F_2$ stationary. The true field differs from it by $u_2=O(e^2)$, which changes $F_2$ by a term quadratic in $u_2$, of order $e^4$. To order $e^3$ it is enough to evaluate $F_3$ on $u_1$.

In the crystal every stretch, measured from the free state, is $(1+c)/(1+e)$. Its logarithm is
\begin{equation}
 h=(c-e)-\tfrac12(c^2-e^2)+\dots=(c-e)\left[1-\tfrac12(c+e)\right]+\dots
\end{equation}
The free crystal has $(1+e)^3\simeq1+3e$ times the volume of the hole, so its energy per hole volume is
\begin{align}
 (1+3e)\,\frac{9K}{2}h^2
 &\simeq\frac{9K}{2}(c-e)^2\,(1+3e)(1-c-e)\nonumber\\
 &\simeq\frac{9K}{2}(c-e)^2\,(1+2e-c).
\end{align}

In the glass the stretches are $1-2x$ radially and $1+x$ in the hoop directions, with logarithms
\begin{equation}
 h_r=-2x-2x^2+\dots,\qquad h_t=x-\tfrac12x^2+\dots
\end{equation}
Their sum, $h_r+2h_t=-3x^2+\dots$, enters squared and contributes at order $x^4$. The rest is
\begin{equation}
 G(h_r^2+2h_t^2)=G\left[(4x^2+8x^3)+(2x^2-2x^3)\right]=6G(x^2+x^3).
\end{equation}
The average of $x^3$ is taken as that of $x^2$ was:
\begin{equation}
 \frac{3}{a^3}\int_a^\infty \frac{c^3a^9}{R^9}R^2\,dR
 =3c^3a^6\cdot\frac{1}{6a^6}=\frac{c^3}{2}.
\end{equation}
The glass energy is thus $6Gc^2(1+c/2)$. Weighting the two relative corrections by the energy fractions $1-s$ and $s$, with $c=se$, gives
\begin{align}
 \frac{w}{w_0}&=1+e\left[(1-s)(2-s)+\tfrac12s^2\right]+O(e^2)\nonumber\\
 &=1+e\left(2-3s+\tfrac32s^2\right)+O(e^2).
 \label{corr}
\end{align}

For $s=5/9$ the bracket is $0.796$. At $e=-0.02$ the correction is $-1.6\,\%$, which takes 13.33 to 13.12 MJ/m$^3$. Minimizing the full logarithmic energy numerically, with radial finite elements out to $40a$, also gives 13.12 MJ/m$^3$.

Per volume of the free crystal, the energy must be divided by $(1+e)^3=0.941$. The numerical result is then 13.9 MJ/m$^3$. The choice of reference volume matters more here than the finite-strain correction itself, and either way the estimate remains 13 to 14 MJ/m$^3$.

\section{First correction from a nearby boundary}

Now let the glass end at a concentric sphere of radius $b$, and put $f=(a/b)^3$. This adds a second small parameter, treated here at leading order in $e$.

The energy follows from the crystal stress $\sigma_c$ alone. The stored energy is half the integral of stress times elastic strain, and elastic strain is total strain minus misfit. The integral of stress times total strain equals the work of the outer surface traction on the outer displacement. It vanishes if the surface is free (no traction) or clamped (no displacement). What remains, with three equal directions, is
\begin{equation}
 w=-\tfrac32\,e\,\sigma_c .
 \label{work}
\end{equation}
For the infinite glass $\sigma_c=-4Gc$, and (\ref{leading}) is recovered.

In the finite glass both terms of (\ref{general}) are present. Write $B=\beta a^3$. Continuity makes the crystal strain $A+\beta$, and the stress balance is
\begin{equation}
 3K(A+\beta-e)=3KA-4G\beta .
\end{equation}
The terms in $A$ cancel because the bulk moduli are equal, and $\beta=c$ as before. The crystal stress is $\sigma_c=3KA-4Gc$.

A free surface requires $3KA=4Gcf$, and a clamped one requires $A=-cf$. Inserting these in (\ref{work}) gives
\begin{equation}
 w_{\rm free}=w_0(1-f),\qquad
 w_{\rm clamped}=w_0\left(1+\frac{3K}{4G}f\right).
\end{equation}
For $a=5$ nm and $b=20$ nm, $f=0.0156$ and the penalties are 13.1 and 13.6 MJ/m$^3$. As $f\to1$ the free case tends to zero, since almost no glass is left to constrain the crystal. The infinite-matrix value therefore describes isolated crystals, not the end of crystallization in a free body.

\section{Unequal stiffness and loss of rigidity}

Let the crystal have bulk modulus $K_c$ and the infinite glass shear modulus $G_m$. The crystal strain is a pure dilatation, so its shear modulus does not enter. The glass field has no dilatation, so the bulk modulus of the glass does not enter either. The balance becomes $3K_c(c-e)=-4G_mc$, and (\ref{work}) gives
\begin{equation}
 w=6G_mce=\frac{18K_cG_m}{3K_c+4G_m}\,e^2 .
 \label{unequal}
\end{equation}
With the glass held fixed, a crystal twice as stiff raises the penalty to 17.1 MJ/m$^3$. A rigid crystal gives the upper limit $6G_me^2=24$ MJ/m$^3$.

In the opposite limit, $G_m\to0$, the penalty vanishes. With $G_m=0.1$ GPa and the original $K_c$ it is 0.24 MJ/m$^3$. A glass that flows approaches this limit, because a fluid at rest with no remote pressure exerts no traction on the crystal.

Shear stress in a glass of viscosity $\eta$ relaxes in a time of order $\eta/G$. The unrelaxed estimate therefore requires $\eta\gg Gt$, where $t$ is the time over which the crystal forms. For $t=50$ ns the threshold $Gt$ is 500 Pa\,s; for a 600 s anneal it is $6\times10^{12}$ Pa\,s.

\section{Effect on nucleation}

The 5 nm crystal has a volume of 524 nm$^3$ and costs 43.6 eV of elastic energy. With 0.03 nm$^3$ per atom this is 2.5 meV per atom. The effect on nucleation is larger than that figure suggests, because the barrier collects the penalty over a whole nucleus.

Let $g$ be the driving force per volume and $\gamma$ the interface energy. The free energy of a nucleus of radius $r$ is
\begin{equation}
 \Delta F=-\frac{4\pi}{3}r^3(g-w_0)+4\pi r^2\gamma .
\end{equation}
Setting the derivative $-4\pi r^2(g-w_0)+8\pi r\gamma$ to zero gives $r_*=2\gamma/(g-w_0)$. Since $r_*(g-w_0)=2\gamma$, the barrier is
\begin{equation}
 \Delta F_*=4\pi r_*^2\left(\gamma-\tfrac23\gamma\right)
 =\frac{16\pi\gamma^3}{3(g-w_0)^2}
 \simeq\Delta F_*^{(0)}\left(1+\frac{2w_0}{g}\right),
\end{equation}
where $\Delta F_*^{(0)}$ is the barrier at $w_0=0$ and the last form holds for $w_0\ll g$.

Assume $g=200$ MJ/m$^3$ and $\gamma=0.06$ J/m$^2$. The penalty is 6.7\,\% of the driving force. The critical radius grows from 0.60 to 0.64 nm. The barrier rises from 0.565 to 0.648 eV, by 15\,\%; the linear form gives 13\,\%. At 450 K the increase is 2.15 $k_BT$, which multiplies the nucleation rate by about 0.12 if the prefactor is unchanged.

This factor is rough. It assumes that the glass does not relax while the nucleus forms, which is not assured at 450 K for an alloy whose glass transition lies near that temperature. The critical nucleus has about 37 atoms, few for a continuum with a sharp interface. An interface stress of 0.06 N/m would also produce a pressure scale $2\gamma/r_*$ of 187 MPa, not small beside the 444 MPa of misfit tension. An interface stress $\tau$ does work on the hole strain and changes $\gamma$ to about $\gamma+2\tau c$. For $\tau=+0.06$ N/m the barrier rise falls from 15\,\% to 7\,\% and the rate factor becomes 0.35; for $\tau=-0.06$ N/m they are 23\,\% and 0.04. At $r=5$ nm that scale is only 24 MPa.

\section{Phase-change memory films}

The misfit used here is a rough value for Ge--Sb--Te memory films, which become denser by several percent on crystallizing; the moduli, the temperature, $g$ and $\gamma$ are assumed round numbers. A stiffer crystal can raise the estimate by tens of percent, as the value of 17.1 MJ/m$^3$ shows. A difference in thermal expansion of $5\times10^{-6}$ K$^{-1}$ over 150 K changes the size of the misfit from 2\,\% to 2.075\,\%, and so raises the penalty by 7.6\,\% of its value, if the two have the same sign. One assumption that can fail in a device is the unrelaxed matrix. Near melting these alloys are mobile liquids with viscosities far below 500 Pa\,s, so a crystal growing there during a 50 ns pulse pays almost none of the 13 MJ/m$^3$, provided the liquid can flow and is not held in a closed, rigid cell, where the contraction on crystallizing would lower its pressure and could put it in tension. In a slow anneal near the glass transition, where the viscosity is conventionally $10^{12}$ Pa\,s, relaxation within 600 s is again to be expected. The full penalty belongs to crystals that form faster than their surroundings can flow. Cooling alone does not ensure this: if growth slows in proportion to the viscosity, the glass also has correspondingly more time to relax. With Stokes--Einstein diffusion, $D=k_BT/(3\pi\Omega^{1/3}\eta)$ for atomic volume $\Omega$, a single atomic jump takes $3\pi\Omega G/k_BT\approx450$ times $\eta/G$ at 450 K with the numbers above, so in that case the glass relaxes first at any viscosity. The unrelaxed estimate then applies only where crystallization is decoupled from viscous flow.

All numerical values are calculated from the stated model.
